# Radial and tangential effective masses on the Rashba ring

## A.1 One line through the band

Take an electron in the $xy$ plane with kinetic energy $\hbar^2k^2/2m$, $m>0$, and suppose first that it moves along $x$, so that $k_y=0$. Let the spin–orbit coupling on this line be $-\alpha k_x\sigma_y$ with $\alpha>0$. The spin component $\sigma_y$ is conserved and has the value $s=\pm1$. Completing the square gives

$$E_s(k_x)=\frac{\hbar^2k_x^2}{2m}-s\alpha k_x=\frac{\hbar^2}{2m}(k_x-sk_0)^2-E_R,$$

$$k_0=\frac{m\alpha}{\hbar^2},\qquad E_R=\frac{m\alpha^2}{2\hbar^2}=\frac{\hbar^2k_0^2}{2m}.$$

The coupling has moved the parabola sideways and down without changing its shape. The mass along the line is still $m$, because a term linear in $k_x$ has no second derivative.

In the plane, the Rashba coupling has the same form along every direction through the origin. The two minima at $\pm k_0$ then become a circle of minima. Crossing the circle, the electron sees the displaced parabola with mass $m$. Moving along the circle, it sees no change of energy. The rest of this appendix turns this picture into an inverse mass tensor and shows which formulas for a parabolic minimum can no longer be used.

## A.2 The two branches and the mass tensor

The full Hamiltonian is

$$H=\frac{\hbar^2k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y).$$

The Pauli matrices anticommute, so the cross terms cancel when the spin part is squared:

$$[\alpha(k_y\sigma_x-k_x\sigma_y)]^2=\alpha^2(k_y^2+k_x^2)=\alpha^2k^2.$$

The spin part is traceless, hence its eigenvalues are $\pm\alpha k$ and

$$E_\pm=\frac{\hbar^2k^2}{2m}\pm\alpha k,\qquad E_-=\frac{\hbar^2}{2m}(k-k_0)^2-E_R.$$

Here $k=|\mathbf k|\ge0$. Energies are counted from the crossing of the branches at $k=0$. For negative $\alpha$ the energies are the same with $|\alpha|$ in its place.

The inverse mass tensor is defined by

$$\left(\frac1m\right)_{ij}=\frac1{\hbar^2}\frac{\partial^2E}{\partial k_i\partial k_j}.$$

For an isotropic band $E(k)$ at $k>0$, let $r_i=k_i/k$ be the radial unit vector and $\mathbf t$ the tangential one. The first derivative is $\partial_iE=E'r_i$. Differentiating again requires

$$\partial_jr_i=\frac{\delta_{ij}}k-\frac{k_ik_j}{k^3}=\frac{\delta_{ij}-r_ir_j}{k}=\frac{t_it_j}{k},$$

where the last step uses $\delta_{ij}=r_ir_j+t_it_j$ in two dimensions. Therefore

$$\partial_i\partial_jE=E''\,r_ir_j+\frac{E'}{k}\,t_it_j.$$

The radial curvature is the ordinary second derivative. The tangential curvature is the slope divided by the radius. For the lower branch, $E'_-=\hbar^2(k-k_0)/m$ and $E''_-=\hbar^2/m$, so

$$\boxed{\frac1{m_r}=\frac1m,\qquad \frac1{m_t}=\frac1m\left(1-\frac{k_0}{k}\right).}$$

On the ring, $k=k_0$, the tangential inverse mass is zero. Inside the ring it is negative, since a sideways step increases $k$ and so lowers the energy. Far outside it approaches $1/m$. A code should store inverse masses: $m_t$ itself diverges on the ring and changes sign there.

The two statements have different origins. The tangential zero needs only an isotropic band with a smooth minimum at nonzero radius, where $E'=0$. The unchanged radial mass follows from the splitting being linear in $k$. To see the difference, replace $\alpha$ by $\alpha+\beta k^2$, with this sum positive near the minimum. Then

$$E_-=\frac{\hbar^2k^2}{2m}-\alpha k-\beta k^3,\qquad E''_-=\frac{\hbar^2}{m}-6\beta k.$$

The radial mass changes, the radius of the ring shifts, and $E'/k$ still vanishes at the new minimum. For $\beta=-0.1\,\alpha/k_0^2$, the stationarity condition with $x=k/k_0$ is $0.3x^2+x-1=0$. Its positive root, $x\simeq0.805$, gives a radial curvature of $1+0.6x\simeq1.483$ in units of $\hbar^2/m$. Differentiating the numerically diagonalized energy gives 1.4832.

## A.3 Why the tangential curvature cancels

The kinetic energy alone has curvature $\hbar^2/m$ in every direction, so something must remove it along the tangent. Move from $\mathbf k$ by a small amount $\delta$ along a unit vector $\mathbf u$. The Hamiltonian changes by $\delta H_u+\delta^2\hbar^2/2m$, where

$$H_u=\frac{\hbar^2}{m}\mathbf k\cdot\mathbf u+\alpha(u_y\sigma_x-u_x\sigma_y).$$

Second-order perturbation theory gives the coefficient of $\delta^2$ in the energy. Twice that coefficient is the curvature:

$$\frac{\partial^2E_-}{\partial\delta^2}=\frac{\hbar^2}{m}+\frac{2|\langle+|H_u|-\rangle|^2}{E_--E_+}.$$

By rotational symmetry we may put $\mathbf k$ along $x$. The spin part of $H$ is then $-\alpha k\sigma_y$, and the lower state has $\sigma_y=+1$. For a radial step the spin part of $H_u$ is $-\alpha\sigma_y$, which is diagonal in these states and does not couple them. For a tangential step it is $\alpha\sigma_x$, which flips $\sigma_y$ and has a matrix element of magnitude $\alpha$. The denominator is $-2\alpha k$, so

$$\frac{\partial^2E_-}{\partial\delta_t^2}=\frac{\hbar^2}{m}-\frac{2\alpha^2}{2\alpha k}=\frac{\hbar^2}{m}-\frac{\alpha}{k}.$$

With $\alpha=\hbar^2k_0/m$ this is the tensor of A.2. Repulsion from the upper branch cancels the kinetic curvature on the ring. A calculation that evaluates masses from a sum over states must therefore include the spin-split partner. In this two-band model the velocity must also contain the spin–orbit term, because the momentum $\hbar\mathbf k$ alone does not couple the two branches. This is not a general rule: in an orbital model with on-site $\mathbf L\cdot\mathbf S$ coupling the velocity operator is spin-independent, and it couples the two branches through the spin–orbit-mixed wave functions.

## A.4 What remains along the tangent

A zero second derivative does not make a straight tangent line flat. At displacement $q$ from a point on the ring, $k=\sqrt{k_0^2+q^2}$. For $q\ll k_0$,

$$k-k_0=\frac{q^2}{2k_0}-\frac{q^4}{8k_0^3}+\dots$$

Squaring this and multiplying by $\hbar^2/2m$ gives

$$E_-+E_R=\frac{\hbar^2q^4}{8mk_0^2}\left(1-\frac{q^2}{2k_0^2}+\dots\right).$$

The straight line leaves the circle by a distance proportional to $q^2$, and the radial parabola turns this distance into an energy proportional to $q^4$.

This matters for finite differences. A central second difference with step $h$ along the tangent returns, to leading order,

$$\frac{1}{\hbar^2h^2}\,2\,\frac{\hbar^2h^4}{8mk_0^2}=\frac1m\,\frac{h^2}{4k_0^2}$$

instead of zero. For $h=10^{-3}k_0$ this is $2.5\times10^{-7}/m$. The numerical output lists $6.8\times10^{-8}/m$, obtained with the same step along Cartesian axes that are not aligned with the tangent; the coefficient of $h^2$ then differs. Such a residue should not be inverted and reported as a large finite mass. The step must be small compared with $k_0$, not merely with the Brillouin zone.

## A.5 Density of states

The usual expression for a nondegenerate parabolic valley, $\sqrt{m_1m_2}/2\pi\hbar^2$, diverges here and cannot be used. Count the states directly instead. Let $\varepsilon=E+E_R$ be the energy above the ring, with $0<\varepsilon<E_R$. The constant-energy contour consists of two circles,

$$k=k_0\pm\kappa,\qquad \kappa=\frac{\sqrt{2m\varepsilon}}{\hbar}.$$

On both, $|dE/dk|=\hbar^2\kappa/m$. Each circle contributes $k/(2\pi|dE/dk|)$ per unit area, so

$$g(\varepsilon)=\frac{(k_0+\kappa)+(k_0-\kappa)}{2\pi\hbar^2\kappa/m}=\frac{m}{\pi\hbar^2}\frac{k_0}{\kappa}=\frac{m}{\pi\hbar^2}\sqrt{\frac{E_R}{\varepsilon}}.$$

The last step uses $k_0/\kappa=\sqrt{E_R/\varepsilon}$. This inverse square root is the form found in one dimension, because energy varies in only one direction across the ring. Counting grid points with $0.2E_R<\varepsilon<0.3E_R$ gives 1.0013 times the integral of this formula.

Above the crossing, the two contours have radii $\kappa+k_0$ in the lower branch and $\kappa-k_0$ in the upper one. Their sum is $2\kappa$, and $g=m/\pi\hbar^2$, the value for a spin-degenerate parabola.

For a dilute nondegenerate gas with $k_BT\ll E_R$, the integral over energy may be extended to infinity. Since $\int_0^\infty\varepsilon^{-1/2}e^{-\varepsilon/k_BT}d\varepsilon=\sqrt{\pi k_BT}$, the effective density of states is

$$N_c=\frac{m}{\pi\hbar^2}\sqrt{\pi E_Rk_BT}.$$

It grows as $\sqrt T$, not as $T$. The formula is about 5% too low at $k_BT=E_R$ and fails above that. For the parameters of A.8, $E_R/k_B\simeq21$ K.

## A.6 Drude weight

For transport at zero temperature, define the intraband weight per area as the sum of $(1/m)_{xx}$ over occupied states. An ordinary parabola gives $D=n/m$, where $n$ is the electron density. On a circle of radius $k$ in the lower branch, the angular average is

$$\left\langle\left(\frac1m\right)_{xx}\right\rangle=\frac12\left[\frac1m+\frac1m\left(1-\frac{k_0}k\right)\right]=\frac1m\left(1-\frac{k_0}{2k}\right).$$

Let the Fermi energy $E_F$ lie below the crossing, and set $\kappa^2=2m(E_F+E_R)/\hbar^2$. The occupied region is the annulus between $k_0-\kappa$ and $k_0+\kappa$. Thus

$$n=\frac1{2\pi}\int k\,dk=\frac{2k_0\kappa}{2\pi}=\frac{k_0\kappa}{\pi},$$

$$D=\frac1{2\pi m}\int\left(k-\frac{k_0}2\right)dk=\frac{2k_0\kappa-k_0\kappa}{2\pi m}=\frac{n}{2m}.$$

Within this model the ratio $Dm/n$ is one half throughout the range $-E_R<E_F<0$, not just near the ring. Grid sums at $E_F=-0.5E_R$ and $-0.2E_R$ give 0.5001 and 0.4998. Averaging the inverse masses, $\tfrac12(1/m+0)$, gives the right answer in the dilute limit; averaging the masses would not.

For $E_F>0$, the lower branch is filled to $\kappa+k_0$ and the upper to $\kappa-k_0$. In the upper branch the sign of $k_0$ in the mass formula is reversed. The two radial integrals are

$$\int_0^{\kappa+k_0}\left(k-\frac{k_0}2\right)dk=\frac{\kappa(\kappa+k_0)}2,\qquad \int_0^{\kappa-k_0}\left(k+\frac{k_0}2\right)dk=\frac{\kappa(\kappa-k_0)}2.$$

They add to $\kappa^2$. The density integrals add to $[(\kappa+k_0)^2+(\kappa-k_0)^2]/2=\kappa^2+k_0^2$. Hence

$$\frac{Dm}{n}=\frac{\kappa^2}{\kappa^2+k_0^2}.$$

This equals $1/2$ at the crossing, where $\kappa=k_0$, and tends to 1 at high filling. At $E_F=3E_R$, $\kappa^2=4k_0^2$ and the ratio is $4/5$; the grid sum gives 0.8000. If scattering is described by a single relaxation time $\tau$, the dc conductivity is $e^2\tau D$. A dilute ring then conducts half as well as an ordinary parabola of the same $n$, $m$ and $\tau$. The comparison holds $\tau$ fixed and the same for all states and scattering angles, which real disorder does not respect. For weak spin-independent point impurities, the Boltzmann equation with the spinor overlaps included gives, below the crossing, a lifetime $\tau=(\kappa/k_0)\tau_0$, where $\tau_0$ is the lifetime without Rashba coupling, and a conductivity $(1+\kappa^2/k_0^2)\,e^2\tau D$. The form $e^2\tau D$ is then correct only near the bottom of the ring. Above the crossing the same model gives $ne^2\tau_0/m$, so the reduction of $D$ does not appear in the dc conductivity there.

## A.7 Broken rotational symmetry

Now allow different masses and couplings along the axes:

$$E_-=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y}-\sqrt{\alpha_x^2k_x^2+\alpha_y^2k_y^2}.$$

Near the positive $x$ axis the root is $\alpha_xk_x+\alpha_y^2k_y^2/(2\alpha_xk_x)$ to second order in $k_y$. The stationary point is at $k_x=m_x\alpha_x/\hbar^2$. The radial mass there is $m_x$, and the tangential inverse mass is

$$\frac1{m_t}=\frac1{m_y}-\frac{\alpha_y^2}{\hbar^2\alpha_xk_x}=\frac1{m_y}-\left(\frac{\alpha_y}{\alpha_x}\right)^2\frac1{m_x}.$$

A positive value means a minimum, a negative one a saddle. For the $y$ axis, exchange the labels. With equal couplings the minima lie on the axis of larger mass, but anisotropic coupling can reverse this.

A weak periodic potential $2V\cos(Gx)$ does so. Let $E_G=\hbar^2G^2/2m$ and $v=V/E_G\ll1$. Without Rashba coupling, a state at small $q$ along $x$ mixes with $q\pm G$, whose energies lie higher by $E_G(1\pm2q/G)$. The second-order shift is

$$-\frac{V^2}{E_G}\left[\frac1{1+2q/G}+\frac1{1-2q/G}\right]\simeq-\frac{2V^2}{E_G}\left(1+\frac{4q^2}{G^2}\right).$$

Its $q^2$ part is $-8v^2\hbar^2q^2/2m$, so $1/m_x=(1-8v^2)/m$, while $m_y=m$.

On the line $k_y=0$, $\sigma_y$ is conserved even with the potential present. The argument of A.1 applies: the phase factor $e^{isk_0x}$ removes the coupling and shifts the rippled band rigidly by $sk_0$. Expanding $\hbar^2(k_x-sk_0)^2/2m_x$ gives a linear term of strength $\hbar^2k_0/m_x$. Hence $\alpha_x=\alpha m/m_x=\alpha(1-8v^2)$.

The term $\alpha k_y\sigma_x$ contains no $x$ momentum, so the ripple does not change it directly. At $k_x=0$ the ripple admixes momenta $\pm G$ with total weight $2v^2$, and $-\alpha p\sigma_y$, with $p$ the wave number along $x$, flips their spin. This lowers the energy by $2v^2\alpha^2G^2/(E_G+2\alpha|k_y|)$. Its part linear in $|k_y|$ reduces $\alpha_y$ by a relative amount of about $16v^2k_0^2/G^2$, which is small compared with $8v^2$ for $k_0\ll G$. So $\alpha_y\simeq\alpha$.

At the $y$ point, to first order in $v^2$ and for $k_0\ll G$,

$$\frac{m}{m_t}=(1-8v^2)-(1-8v^2)^2\simeq8v^2>0.$$

The minima therefore lie on the $y$ axis, although the mass is larger along $x$. The depths below the common energy at $k=0$ are $m_x\alpha_x^2/2\hbar^2=E_R(1-8v^2)$ on the $x$ axis and $E_R$ on the $y$ axis. The barrier along the ring is thus $8v^2E_R$. With $\alpha$ reduced fivefold and $V$ threefold from the values used below, a plane-wave calculation gives 0.9981 times this barrier.

## A.8 Numbers in the regime of a gold surface

Take $m=0.25\,m_e$ and $\alpha=0.033$ eV nm, rough typical values for the surface state on Au(111). With $\hbar^2/m=0.3048$ eV nm²,

$$k_0=\frac{0.033}{0.3048}\simeq0.108\ \mathrm{nm^{-1}},\qquad E_R=\frac{\alpha k_0}{2}\simeq1.79\ \mathrm{meV}.$$

The corresponding wavelength $2\pi/k_0$ is 58 nm. At $k/k_0=0.5$, 1 and 2 the values of $m/m_t$ are $-1$, 0 and $0.5$, while $m/m_r$ stays at 1. A displacement of $0.2k_0$ from the ring costs 71.5 µeV radially outward, but only 0.70 µeV along the tangent line. The quartic law gives $E_R(0.2)^4/4\simeq0.71$ µeV, and its next factor, $1-0.02$, accounts for the difference.

The real surface departs from the ideal ring in several ways. One is lifetime broadening. For an assumed full width of 20 meV, about 11 times $E_R$, the Lorentzian-smeared density of states at the ring is 0.56 in units of $m/\pi\hbar^2$. It has its largest value, 0.98, at the upper end of a scan reaching 200 meV above the ring. No peak above the plateau value survives in that range, so the inverse square root of A.5 would not be resolved at this width.

The ring also lies deep in the filled band, roughly 0.5 eV below the Fermi level. At 300 K, $k_BT=25.9$ meV and the empty fraction at the ring is $4\times10^{-9}$. The Drude ratio is $0.5/(0.5+E_R)\simeq0.996$, with energies in eV, at a model density of $5.2\times10^{13}$ cm⁻². The factor one half belongs to a dilute system with its Fermi level below the crossing, not to gold.

The long-period surface reconstruction breaks rotational symmetry. Model it by a ripple of period 6.3 nm and assumed cosine amplitude 15 meV, so that $V=7.5$ meV. With $E_G=151.6$ meV, $8v^2=0.0196$, and the leading-order barrier is $0.0196\,E_R\simeq35$ µeV. Plane-wave diagonalization gives 34 µeV and $m/m_t=0.0162$, hence $m_t\simeq15\,m_e$ instead of infinity. This inverse mass is about 17% below its leading-order value, while the barrier is only about 2% below its own. The barrier is far smaller than the assumed linewidth. Both numbers depend strongly on the assumed amplitude: 10 meV gives $m_t\simeq34\,m_e$ and a barrier of 15 µeV, while 25 meV gives $m_t\simeq6\,m_e$ and 93 µeV.

Nonlinear splitting matters less here. If $\beta$ is estimated as $\alpha a^2$ with an atomic spacing $a=0.29$ nm, the radial curvature at $k_0$ falls by 0.6%. This is a scale estimate, not a computed coefficient for gold. For these inputs the radial mass is robust, while the infinite tangential mass is an idealization that a weak ripple already makes finite.

## Values computed for the example and the checks

```
hbar^2/m_e = 0.07620 eV nm^2
band mass m = 0.25 m_e
Rashba coupling alpha = 0.033 eV nm
hbar^2/m = 0.3048 eV nm^2
ring radius k0, formula = 0.10827 1/nm
ring radius k0, diagonalization = 0.10827 1/nm
ring depth ER, formula = 1.7864 meV
ring depth ER, diagonalization = 1.7864 meV
wavelength 2 pi/k0 = 58.0 nm
branch gap on the ring = 7.146 meV
k/k0 = 0.5: m/m_radial = 1.00000, m/m_tangential = -1.0e+00
k/k0 = 1.0: m/m_radial = 1.00000, m/m_tangential = +6.8e-08
k/k0 = 2.0: m/m_radial = 1.00000, m/m_tangential = +5.0e-01
interband term, tangential = -1.00000 hbar^2/m
displacement 0.2 k0 = 0.02165 1/nm
energy cost, radial outward = 71.46 micro-eV
energy cost, tangent line = 0.701 micro-eV
nonlinear test: radial curvature = 1.4832 hbar^2/m
states in window, grid / formula = 1.0013
Drude ratio, EF = -0.5 ER, grid = 0.5001
Drude ratio, EF = -0.2 ER, grid = 0.4998
Drude ratio, EF = +3 ER, grid = 0.8000
Drude ratio, EF = +3 ER, formula = 0.8000
Fermi level above ring = 0.50 eV
electron density of surface band = 5.24e+13 1/cm^2
Drude ratio at that level = 0.9964
thermal energy at 300 K = 25.85 meV
thermally empty fraction at ring = 4.0e-09
assumed linewidth (full) = 20 meV
linewidth / ER = 11.2
smeared DOS at ring bottom = 0.557 m/(pi hbar^2)
largest smeared DOS in scan = 0.984 m/(pi hbar^2)
found at 200.0 meV above ring; scan ends at 200.0 meV
ripple period = 6.3 nm
ripple cosine amplitude = 15 meV
ripple energy E_G = 151.6 meV
8 (V/E_G)^2 = 0.01958
weak-ripple test, numeric / formula = 0.9981
ripple: x point above y minimum = 34.37 micro-eV
ripple: m/m_tangential at minimum = 0.01620
ripple: tangential mass = 15.4 m_e
atom spacing a = 0.29 nm
radial curvature change for beta = alpha a^2: -0.59 %
```
